# Metal halide disproportionation and the line joining neighbouring compositions

## 1. What the choice of energy zero already fixes

Let \(\mathrm{MX}_x\) be a halide with \(x\) halogen atoms per metal atom. Its formation free energy per metal, \(g(x)\), belongs to

\[
\mathrm M+\tfrac{x}{2}\,\mathrm X_2\longrightarrow \mathrm{MX}_x ,
\]

at a stated temperature and stated gas pressures. Take three compositions \(a<b<c\) and ask whether \(\mathrm{MX}_b\) can turn into \(\mathrm{MX}_a\) and \(\mathrm{MX}_c\). The free energy of this reaction, per metal atom, must have the form

\[
\Delta=w_a\,g(a)+w_c\,g(c)-g(b),
\]

where \(w_a\) and \(w_c\) are the amounts of product from one \(\mathrm{MX}_b\).

Now change the reference levels from which \(g\) is measured, with a shift \(\alpha\) for each metal atom and \(\beta\) for each halogen atom. Every \(g(x)\) changes by \(\alpha+\beta x\), but a reaction that conserves atoms cannot notice. The change in \(\Delta\) is

\[
\alpha\,(w_a+w_c-1)+\beta\,(a w_a+c w_c-b),
\]

and it must vanish for all \(\alpha\) and \(\beta\). Hence

\[
w_a+w_c=1,\qquad a w_a+c w_c=b. \tag{1}
\]

These are the conservation laws of metal and halogen. So \(\Delta\) is a combination of three values of \(g\) that is blind to any straight line in \(x\): it can only measure how far the middle point departs from the line through the outer two.

Two assumptions hold throughout. Each phase has a fixed composition, with the most stable form taken at each \(x\), and the question is one of equilibrium, not of rate. The formulas hold in any consistent units, atomic units included, with \(k\) the Boltzmann constant; numbers are in eV.

## 2. The simplest case: equal spacing

For a trihalide between a dihalide and a tetrahalide,

\[
2\,\mathrm{MX}_3\longrightarrow \mathrm{MX}_2+\mathrm{MX}_4 .
\]

Per metal atom, \(w_a=w_c=\tfrac12\) and

\[
\Delta=\tfrac12\,[g(2)+g(4)]-g(3).
\]

The first term is the height at \(x=3\) of the line joining the neighbours. If \(g(3)\) lies below it, \(\Delta>0\).

To see that the sign decides the outcome, let a fraction \(\xi\) of the trihalide react, with \(0\le\xi\le1\). For pure solids, the total free energy per metal is

\[
G(\xi)=(1-\xi)\,g(3)+\tfrac{\xi}{2}\,[g(2)+g(4)]=g(3)+\xi\Delta .
\]

This is a straight line in \(\xi\). For \(\Delta>0\) its minimum is at \(\xi=0\) and the trihalide stays. For \(\Delta<0\) the minimum is at \(\xi=1\) and the reaction goes to completion. For \(\Delta=0\) every \(\xi\) has the same free energy, and the three phases can coexist.

## 3. Any three compositions

Put \(w_a=1-w_c\) into the second part of (1): \(a+(c-a)w_c=b\). Therefore

\[
w_c=\frac{b-a}{c-a},\qquad w_a=1-w_c=\frac{c-b}{c-a}. \tag{2}
\]

Both are positive because \(a<b<c\). The line through the outer points is

\[
L(x)=g(a)+\frac{g(c)-g(a)}{c-a}\,(x-a).
\]

At \(x=b\) its height is \(g(a)+w_c[g(c)-g(a)]=w_a g(a)+w_c g(c)\), so

\[
\boxed{\;\Delta=L(b)-g(b)\;} \tag{3}
\]

The argument of Section 2 applies with \(G(\xi)=g(b)+\xi\Delta\). **\(\mathrm{MX}_b\) is stable to disproportionation into \(\mathrm{MX}_a\) and \(\mathrm{MX}_c\) if and only if \(g(b)\) lies below the line joining them.** I call \(\Delta\) the margin.

**Limit: the metal as a product.** Set \(a=0\), where \(g(0)=0\). Then \(w_c=b/c\), and \(\Delta>0\) becomes \((b/c)\,g(c)>g(b)\), or

\[
\frac{g(b)}{b}<\frac{g(c)}{c}.
\]

A lower halide resists depositing metal when its formation free energy per halogen atom is the more negative one.

**Limit: free halogen as a product.** Let \(c\to\infty\), so that the upper product is nearly all halogen and \(g(c)/c\to\mu_{\mathrm X}\), the chemical potential of a halogen atom in the gas. Then \(w_a\to1\) and \(w_c\,g(c)=(b-a)\,g(c)/(c-a)\to(b-a)\mu_{\mathrm X}\), giving

\[
\Delta_{\mathrm{loss}}=g(a)+(b-a)\mu_{\mathrm X}-g(b). \tag{4}
\]

This is the free energy of \(\mathrm{MX}_b\to\mathrm{MX}_a+\tfrac{b-a}{2}\mathrm X_2\). It is not a disproportionation, but it is the decomposition left to the highest halide, which has no upper neighbour. Relative to \(\tfrac12\mathrm X_2\) at the standard pressure \(p^\circ=1\) bar, an ideal gas has \(\mu_{\mathrm X}=\tfrac12kT\ln(p_{\mathrm X_2}/p^\circ)\).

## 4. The same condition as a window of halogen potential

Define the slopes of the two short lines,

\[
s_{ab}=\frac{g(b)-g(a)}{b-a},\qquad s_{bc}=\frac{g(c)-g(b)}{c-b}.
\]

Since \(w_a+w_c=1\), the margin can be regrouped and the slopes inserted:

\[
\begin{aligned}
\Delta&=w_a[g(a)-g(b)]+w_c[g(c)-g(b)]\\
&=-w_a(b-a)s_{ab}+w_c(c-b)s_{bc}\\
&=\frac{(b-a)(c-b)}{c-a}\,(s_{bc}-s_{ab}).
\end{aligned} \tag{5}
\]

The prefactor is positive, so stability means that the slope increases at \(b\).

The slopes have a physical meaning. In contact with a halogen reservoir, the favoured phase minimises \(g(x)-\mu_{\mathrm X}x\). \(\mathrm{MX}_b\) beats \(\mathrm{MX}_a\) when \(g(b)-b\mu_{\mathrm X}<g(a)-a\mu_{\mathrm X}\), that is, when \(\mu_{\mathrm X}>s_{ab}\). It beats \(\mathrm{MX}_c\) when \(\mu_{\mathrm X}<s_{bc}\). Both hold for some \(\mu_{\mathrm X}\) if and only if \(s_{ab}<s_{bc}\). Among these three phases, a halide that disproportionates is therefore one that no halogen potential can select.

## 5. Which neighbours?

With a whole series of halides, does it suffice to test \(\mathrm{MX}_b\) against the compounds next to it in the list? A small model with energies in eV per metal shows that it does not:

\[
g(0)=0,\quad g(1)=-0.50,\quad g(2)=-2.40,\quad g(3)=-4.00 .
\]

At \(x=2\), the line joining the adjacent compounds has height \(\tfrac12(-0.50-4.00)=-2.25\), so the margin is \(+0.15\) eV and the test is passed. The line from the metal to \(\mathrm{MX}_3\) has height \(\tfrac23(-4.00)=-2.667\), and the margin is \(-0.267\) eV. The dihalide is unstable to

\[
3\,\mathrm{MX}_2\longrightarrow \mathrm M+2\,\mathrm{MX}_3 .
\]

The adjacent test misled because \(\mathrm{MX}_1\) is itself unstable, with a margin of \(-0.833\) eV.

**Two products are enough.** Let a mixture contain amounts \(n_i\ge0\) of the phases other than \(\mathrm{MX}_b\), with \(\sum n_i=1\) and \(\sum n_ix_i=b\). Suppose that three phases \(i<j<k\) are present. Converting some \(j\) into \(i\) and \(k\), or the reverse, conserves both elements and changes the energy linearly. One of the two directions does not raise the energy, and it can be followed until one of the three phases is used up. Repeating this leaves at most two phases. The cheapest competitor of \(\mathrm{MX}_b\) is thus a pair, one on each side of \(b\).

**The pair lies on the hull.** Let \(a\) and \(c\) be the pair whose line is lowest at \(b\). Suppose another phase \(d<b\) lay below this line. The line from \(d\) to \(c\) would start lower and end at the same point, so it would be lower at \(b\), a contradiction. For \(d>b\), replace \(c\) by \(d\) in the same way. No other phase lies below the line, which is what it means for the line to be part of the lower convex hull of the other phases.

The general criterion follows: \(\mathrm{MX}_b\) is stable against every disproportionation if and only if \(g(b)\) lies below the line joining the two compositions that bracket it on the lower hull of the *other* phases.

**When the adjacent test suffices.** Suppose that every intermediate halide passes the adjacent test. By (5), the slopes between successive phases increase along the list. For any \(a<b<c\), \(s_{ab}\) is a weighted average of successive slopes to the left of \(b\), and \(s_{bc}\) is a weighted average of those to the right. Every slope on the right exceeds every slope on the left, so \(s_{ab}<s_{bc}\) and \(\Delta>0\). Conversely, a halide stable against all pairs is stable against the adjacent pair. All intermediate halides are stable if and only if all pass the adjacent test.

These statements were tested on 150 random lists with \(x=0,\dots,5\) and \(g=0.2x^2-2x\) eV plus Gaussian noise of 0.25 eV. Direct minimisation over all mixtures reproduced the hull margins to rounding error. In 38 lists every intermediate halide was stable, and these were the lists in which all adjacent tests were passed. One halide of the 600 passed its adjacent test and was nevertheless unstable. That count is a small-sample figure: over many lists drawn in the same way the rate is nearer one in a hundred. It belongs to this choice of random lists, not to real halides.

## 6. A volatile product

The higher halide may be a vapour, as titanium tetrachloride is in the example below. Suppose that \(\mathrm{MX}_c\) is an ideal gas with one metal atom per molecule and partial pressure \(p\). Then \(g(c)=g^\circ(c)+kT\ln(p/p^\circ)\), and

\[
\Delta=\Delta^\circ+w_c kT\ln\frac{p}{p^\circ}. \tag{6}
\]

Lowering the pressure lowers the right-hand end of the line. The margin vanishes at

\[
p_{\mathrm{eq}}=p^\circ\exp\!\left(-\frac{\Delta^\circ}{w_c kT}\right), \tag{7}
\]

and the solid is stable to this reaction for \(p>p_{\mathrm{eq}}\). Other pairs of products must be tested separately, as in Section 5.

In a closed vessel the outcome is no longer all or nothing. Let the volume per metal atom be \(v\), with no vapour at the start. After a fraction \(\xi\) has reacted there are \(n=w_c\xi\) gas molecules per metal atom, at \(p=nkT/v\). At fixed volume the Helmholtz energy is minimised, and the gas contributes \(n[g^\circ(c)+kT\ln(p/p^\circ)-kT]\). In its derivative with respect to \(n\), the term \(kT\) from differentiating the logarithm cancels the \(-kT\), so

\[
\frac{dF}{d\xi}=w_a g(a)-g(b)+w_c\!\left[g^\circ(c)+kT\ln\frac{p}{p^\circ}\right]=\Delta(p).
\]

This is negative at small \(\xi\), where \(p\to0\). The reaction therefore starts, and it stops when \(p\) has risen to \(p_{\mathrm{eq}}\), unless the solid runs out first.

At fixed \(p\), write \(\Delta^\circ=\Delta h-T\Delta s\) with constant reaction enthalpy and entropy per \(\mathrm{MX}_b\). Setting (6) to zero gives

\[
T^*=\frac{\Delta h}{\Delta s-w_c k\ln(p/p^\circ)}. \tag{8}
\]

For positive \(\Delta h\) and \(\Delta s\) and \(p\le p^\circ\), the solid is stable below \(T^*\). At \(p=p^\circ\) this is the usual \(\Delta h/\Delta s\). As \(p\to0\), \(T^*\) falls to zero, though only logarithmically: under perfect removal of the vapour, the solid has no stable range at finite temperature.

## 7. Numbers for a trichloride source

The inputs are round, rough values in the regime of the titanium chlorides. The name matters because the tetrachloride is volatile while the lower chlorides are solids. Enthalpies \(h\) and entropies \(s\) of formation are per metal atom.

| Phase | \(x\) | \(h\) (eV) | \(s\) (meV/K) |
|---|---|---|---|
| metal | 0 | 0 | 0 |
| dichloride | 2 | −5.30 | −1.75 |
| trichloride | 3 | −7.45 | −2.35 |
| tetrachloride gas | 4 | −7.90 | −1.25 |

The tetrachloride pressure is held at 1 Torr.

**At 600 K.** From \(g=h-Ts\),

\[
g(2)=-5.30+1.05=-4.250,\qquad g(3)=-7.45+1.41=-6.040\ \text{eV}.
\]

For the gas, \(-7.90+0.75=-7.150\) eV, and the pressure term adds \(-0.342\) eV, so \(g(4)=-7.492\) eV. The line at \(x=3\) has height \(\tfrac12(-4.250-7.492)=-5.871\) eV. The trichloride lies below it by

\[
\Delta=-5.871+6.040=0.169\ \text{eV per metal}\quad(16.3\ \text{kJ/mol}).
\]

The dichloride is bracketed by the metal and the trichloride. Its margin is \(\tfrac23(-6.040)+4.250=0.223\) eV.

The successive slopes are \(-2.125\), \(-1.790\) and \(-1.452\) eV. They increase, so both intermediate chlorides are stable to disproportionation. The dichloride would still take up tetrachloride from the held atmosphere, since \(\mathrm{MX}_2+\mathrm{MX}_4\to2\,\mathrm{MX}_3\) has a free energy of \(-2\times0.169=-0.338\) eV. The trichloride window is 0.338 eV wide, and (5) returns the margin: \(\tfrac{1\cdot1}{2}\times0.338=0.169\) eV.

**At 800 K**, with the tetrachloride still at 1 Torr, \(g(2)=-3.900\), \(g(3)=-5.570\) and \(g(4)=-7.356\) eV. The line at \(x=3\) is now at \(-5.628\) eV, below the trichloride. The margin is \(-0.058\) eV and the trichloride disproportionates. A scan of \(\mu_{\mathrm X}\) from \(-3\) to 0 eV in steps of \(10^{-4}\) eV found no value that selects it, whereas at 600 K the scan reproduced the window to within three steps.

The dichloride margin at 800 K is \(\tfrac23(-5.570)+3.900=0.187\) eV. Its upper neighbour is still the trichloride, although that compound is unstable. With the dichloride left out, the line from metal to tetrachloride has height \(\tfrac34(-7.356)=-5.517\) eV at \(x=3\), and the trichloride lies below it. This is why the criterion speaks of the hull of the other phases.

**Threshold.** The reaction enthalpy per trichloride is \(\tfrac12(-5.30-7.90)+7.45=0.850\) eV, and the entropy is \(\tfrac12(-1.75-1.25)+2.35=0.850\) meV/K. At 1 bar, (8) gives 1000 K. At 1 Torr the pressure term adds 0.285 meV/K to the denominator, and \(T^*=0.850/(1.135\times10^{-3})\approx749\) K.

**Equilibrium pressure.** Equation (7) gives \(2.5\times10^{-8}\) Torr at 450 K, \(1.5\times10^{-3}\) Torr at 600 K and 5.4 Torr at 800 K. The applied 1 Torr lies between the last two, in agreement with the signs of the margins. Direct minimisation of the Helmholtz energy at 600 K, with \(5\times10^6\) nm³ per metal atom and no initial vapour, also gave \(1.5\times10^{-3}\) Torr, after 23% of the trichloride had reacted.

**Chlorine loss.** At 600 K and a chlorine pressure of \(10^{-6}\) Torr, \(\mu_{\mathrm X}=-0.528\) eV. For the tetrachloride losing one chlorine atom, (4) gives \(-6.040-0.528+7.492=0.924\) eV, so this loss is forbidden under these conditions.

## 8. Beside the real source

Solid titanium trichloride does disproportionate on heating into solid dichloride and tetrachloride vapour, which is the reaction of the model. The table omits any phase between the two solids, and a chloride \(\mathrm{Ti_7Cl_{16}}\) has been reported there. If such a phase lies below the dichloride–trichloride line, it becomes the lower product by Section 5, and the threshold falls by about 6 K for each 0.01 eV of depth. Its threshold is only as good as its rough inputs. An error of 0.05 eV in the reaction enthalpy moves the 1 Torr threshold by 44 K. If the tabulated values hold at 298 K, a constant reaction heat capacity of \(-0.15\) meV/K, a rough value, raises it by 36 K. With both effects together the threshold lies between about 735 and 835 K; with the enthalpy error alone the lower end is 705 K. So 749 K should be read as roughly 700 to 840 K, and the sign of the 800 K margin is not settled for the real compound. The equilibrium pressure is more sensitive. The same 0.05 eV changes it by \(\exp[0.05\ \text{eV}/(w_ckT)]\), a factor of about 7 at 600 K, and the heat capacity lowers it by a factor of 2 at 600 K and 3.5 at 800 K. If each solid dissolves 5% of the other and the majority component follows Raoult's law, the margin changes by \((w_a-1)kT\ln0.95=+1.7\) meV, which is minor. A second virial coefficient of \(-2\) nm³ changes it by about \(-10^{-6}\) eV. The threshold also depends on the assumed vapour pressure. If a carrier gas or pump lowers the tetrachloride from 1 Torr to \(1.5\times10^{-3}\) Torr, the threshold falls from 749 K to 600 K.

The trichloride also sublimes. With a rough sublimation enthalpy of 1.9 eV and entropy of 1.8 meV/K, its own vapour pressure is 0.14 Torr at 749 K, and it runs from 0.02 to 3 Torr between 705 and 835 K. A rough heat capacity of sublimation of \(-0.25\) meV/K, applied from 298 K, would lower the 749 K value to 0.06 Torr. This vapour has the composition of the solid and, at equilibrium, the same chemical potential, so the criterion is unchanged, but a flowing gas carries the material away.

For a source near equilibrium, these results give a conditional rule: keep the tetrachloride partial pressure above \(p_{\mathrm{eq}}\) at the hottest point of the solid, bearing in mind that the rough inputs fix \(p_{\mathrm{eq}}\) only to about an order of magnitude. Where it falls below, disproportionation is allowed; how fast it proceeds depends on barriers and transport, which free energies do not contain.

## Numbers as computed

```
random lists tested: 150, 4 halides in each
lists with every halide stable: 38
adjacent test passed but halide unstable: 1
most phases in a cheapest mixture: 2
largest hull - LP difference: 8.7e-15 eV
counterexample, x and g (eV per metal):
  x = 0, g = 0.00
  x = 1, g = -0.50
  x = 2, g = -2.40
  x = 3, g = -4.00
  x=2 margin, adjacent neighbours: 0.150 eV
  x=2 margin, all products: -0.267 eV
  x=1 margin, all products: -0.833 eV
example inputs (rough): x, h in eV, s in meV/K, per metal
  metal: 0, 0.00, 0.00
  dichloride: 2, -5.30, -1.75
  trichloride: 3, -7.45, -2.35
  tetrachloride gas: 4, -7.90, -1.25
tetrachloride partial pressure: 1.0 Torr
g at 600 K, in order of x: 0.000, -4.250, -6.040, -7.492 eV
  chord at x=3: -5.871 eV
  trichloride margin: 0.169 eV per metal
  dichloride margin: 0.223 eV per metal
g at 800 K, in order of x: 0.000, -3.900, -5.570, -7.356 eV
  chord at x=3: -5.628 eV
  trichloride margin: -0.058 eV per metal
  dichloride margin: 0.187 eV per metal
trichloride margin at 600 K: 16.3 kJ/mol
chord slopes at 600 K: -2.125, -1.790, -1.452 eV
trichloride window width: 0.338 eV
reaction enthalpy: 0.850 eV per trichloride
reaction entropy: 0.850 meV/K per trichloride
equilibrium pressure at 450 K: 2.53e-08 Torr
equilibrium pressure at 600 K: 1.46e-03 Torr
equilibrium pressure at 800 K: 5.41e+00 Torr
closed vessel at 600 K: 1.46e-03 Torr
  fraction disproportionated: 0.234
threshold at 1 Torr: 748.7 K
threshold at 1 bar: 1000.0 K
chlorine pressure for loss test: 1e-06 Torr
  chlorine potential at 600 K: -0.528 eV
  tetrachloride margin to Cl2 loss: 0.924 eV
neglected effects at the 1 Torr threshold (rough inputs):
  heat capacity -0.15 meV/K: +36.1 K
  enthalpy error 0.05 eV: +44.0 K
  solids dissolve 5 %: margin +1.65 meV
  gas virial -2.0 nm^3: margin -8.3e-07 eV
  sublimation inputs: 1.9 eV, 1.8 meV/K
  trichloride's own vapour: 0.14 Torr
```
